# Does Bader charge transfer give the carrier density of a 2D channel?

**Question**

I am modelling a two-dimensional semiconductor covered by an electron-accepting adsorbate, one per surface cell. The cell area is $10.24\ \text{Å}^2$. A Bader partition of the electron density assigns 0.79 electrons per cell to the adsorbate, all taken from the channel. Dividing by the area gives $7.7\times10^{14}\ \text{cm}^{-2}$. May I call this the density of mobile holes in the channel? If not, when does the Bader number give the hole density, and what should I compute instead?

**Answer**

Not from the Bader number alone. It says where the electrons are; a mobile hole is an empty state in an otherwise full band. A full band can place much of its charge on the adsorbate and still contain no holes. A model in which both quantities can be calculated shows how they are related.

**The model and its bands**

Take independent, spin-degenerate electrons at zero temperature in a fixed potential $U(x)+U(y)+W(z)$. The in-plane part is $U(x)=-U_0\cos(2\pi x/a)$, with $U_0=12$ eV and $a=3.2$ Å. The vertical part has two Gaussian wells of width parameter $\sigma=0.5$ Å:

$$
W(z)=-D_c e^{-z^2/2\sigma^2}-D_a e^{-(z-h)^2/2\sigma^2}.
$$

The channel well has $D_c=30$ eV. The adsorbate well, at height $h$, has $D_a=29$ eV. The neutral channel supplies two electrons per cell and the adsorbate an empty orbital, so the Bader population $N_B$ of the adsorbate is the charge transferred, as the Bader partition defines it. For an adsorbate with valence electrons of its own, one would first subtract their number. Self-consistent electrostatics, correlation and disorder are left out. The model therefore shows how the two counts are related in a given potential; it does not predict how much charge a real adsorbate takes at a given height.

Because the potential is a sum, the wavefunctions are products and the energies add:

$$
E_s(\mathbf k)=E_s+\varepsilon(k_x)+\varepsilon(k_y).
$$

Here $E_s$ belongs to the vertical state $\chi_s(z)$, and $\varepsilon$ is the lowest in-plane band. Each $s$ gives a two-dimensional band of width $w=2(\varepsilon_{\max}-\varepsilon_{\min})=1.303$ eV.

A band holds two electrons per cell, one per spin, so the available electrons can just fill band 1. They do so if the bottom of band 2 lies above the top of band 1:

$$
E_2+2\varepsilon_{\min}>E_1+2\varepsilon_{\max}
\quad\Longleftrightarrow\quad E_2-E_1>w.
$$

Otherwise the bands overlap, and $p$ electrons per cell move from the top of band 1 to the bottom of band 2. This leaves $p$ holes in band 1. All other bands start above the highest occupied state at the heights considered here.

**What the Bader partition counts**

A Bader surface satisfies $\nabla\rho\cdot\mathbf n=0$, where $\rho$ is the electron density and $\mathbf n$ the surface normal. If only band 1 is occupied, $\rho=m_1(x,y)|\chi_1(z)|^2$, and therefore

$$
\frac{\partial\rho}{\partial z}=m_1(x,y)\frac{d|\chi_1|^2}{dz}.
$$

This vanishes over the whole plane $z=z_0$ at which $|\chi_1|^2$ has its minimum between the wells. That plane is the Bader surface between channel and adsorbate.

With both bands occupied, $\rho=m_1|\chi_1|^2+m_2|\chi_2|^2$. The ratio $m_2/m_1$ varies across the cell, so the surface is curved. It can be enclosed between two planes: on the lower one $\partial\rho/\partial z\le0$ everywhere, and on the upper one $\partial\rho/\partial z\ge0$. Paths of steepest ascent starting outside this slab cannot cross it. The charge in the slab therefore bounds the error made by using one intermediate plane. The largest such bound here is 0.004 electrons per cell.

Let $w_s=\int_{z_0}^{\infty}|\chi_s|^2dz$ be the weight of state $s$ on the adsorbate side. The band occupations are $2-p$ and $p$, so

$$
N_B=(2-p)w_1+p\,w_2=2w_1+p(w_2-w_1).
$$

The first term is the charge that a full band 1 would place beyond this same surface. The second is the change caused by moving $p$ electrons to band 2 with the surface held fixed. Subtracting $p$ gives the error of the Bader reading:

$$
N_B-p=(2-p)w_1-p(1-w_2).
$$

The two numbers agree when band 1 stays on the channel, $w_1\to0$, and band 2 stays on the adsorbate, $w_2\to1$. This is transfer between nearly unmixed orbitals. In the opposite case, $p=0$, the result is $N_B=2w_1$: charge transfer without holes.

**Why bonding can raise the transfer and remove the holes**

Two orthogonal orbitals suffice for an estimate. Put the channel level at zero, the adsorbate level at $\Delta$, and couple them by $t$. The eigenvalues solve $E(E-\Delta)-t^2=0$, hence

$$
E_{1,2}=\frac{\Delta\mp S}{2},\qquad S=\sqrt{\Delta^2+4t^2}=E_2-E_1.
$$

In this Hamiltonian $\Delta$ multiplies the adsorbate population, so the weight of the lower state on the adsorbate is

$$
w_1=\frac{\partial E_1}{\partial\Delta}=\frac12\left(1-\frac{\Delta}{S}\right).
$$

Stronger coupling increases $S$. For $\Delta>0$, as here, this moves more of the full band onto the adsorbate and, at the same time, pulls the two bands apart. At $S=w$ the overlap has just vanished and $p=0$, but the estimate gives $N_B=2w_1=1-\Delta/w$. With the isolated-level offset $\Delta=0.747$ eV, this is $1-0.747/1.303=0.43$ electrons per cell.

The full model gives the following values. A negative gap means overlap, and $N_D$ is explained below. The finite $\mathbf k$ mesh leaves the third decimal of the band width, and of the last three columns when the bands overlap, uncertain by about one unit.

| $h$ (Å) | gap (eV) | $N_B$ | $p$ | $N_D$ |
|---|---|---|---|---|
| 1.8 | 2.65 | 0.788 | 0 | 0 |
| 2.2 | 0.54 | 0.585 | 0 | 0 |
| 2.6 | −0.27 | 0.375 | 0.138 | 0.109 |
| 4.0 | −0.56 | 0.307 | 0.306 | 0.208 |

At 1.8 Å, $w_1=0.394$, so $N_B=2\times0.394=0.788$. This reproduces the Bader number in your question: the apparent hole density is $7.7\times10^{14}\ \text{cm}^{-2}$, yet the actual one in the model is zero. Whether the same holds in your material must be decided from its bands. The two-orbital estimate, with $S=3.957$ eV, gives $w_1=0.406$, about 3% above the full result.

At 4.0 Å the orbitals hardly mix. The Bader reading and the hole count both give $3.0\times10^{14}\ \text{cm}^{-2}$. Here the Bader charge is a good measure of doping. The amount of doping, however, belongs to the fixed potential. Treated as two charged sheets, the layers would acquire a potential-energy step $e^2ph/(\varepsilon_0a^2)$ of about 20 eV, far more than the overlap of 0.56 eV. With this feedback the transfer at 4.0 Å would stop below 0.01 electrons per cell. The closer rows belong to the fixed potential as well: the same estimate with $N_B$ in place of $p$ gives about 25 eV at 1.8 Å and 17 eV at 2.6 Å. Feedback would therefore reduce those charges strongly too, and the step at 2.6 Å far exceeds the overlap of 0.27 eV.

At 2.6 Å both mechanisms act. The full-band part is 0.276 and the carrier part is $0.138\times(0.852-0.138)=0.098$, which add up to 0.375 before rounding. Reading this as the hole count overstates $p$ by a factor of 2.7.

A separate steepest-ascent partition of the three-dimensional density gives 0.786, 0.374 and 0.307 electrons at 1.8, 2.6 and 4.0 Å. The agreement is within the grid resolution and the surface bound.

**Does the displaced charge conduct?**

The Drude weight measures the free acceleration of a clean system in a uniform in-plane field. Expressed as an equivalent number of free electrons per cell, it is

$$
N_D=\sum_{\text{occ}}\frac{m}{m^*(\mathbf k)},\qquad
\frac{m}{m^*}=\frac{1}{2c}\frac{\partial^2\varepsilon}{\partial k_x^2},\qquad c=\frac{\hbar^2}{2m},
$$

where the sum is taken per cell and includes spin. For a full band, the integral of $\partial^2\varepsilon/\partial k_x^2$ across the Brillouin zone is the difference of $\partial\varepsilon/\partial k_x$ at opposite edges. These slopes are equal by periodicity, so $N_D=0$ whatever the value of $w_1$.

The inverse mass can also be found without differentiating the band. With $\kappa=-i\partial_x+k_x$ acting on the periodic part of the wavefunction, a shift $k_x\to k_x+q$ changes the Hamiltonian by $2cq\kappa+cq^2$. Second-order perturbation theory gives the coefficient of $q^2$ in the energy:

$$
\frac12\frac{\partial^2\varepsilon}{\partial k_x^2}
=c+4c^2\sum_{n\ne0}\frac{|\kappa_{0n}|^2}{\varepsilon_0-\varepsilon_n}.
$$

Division by $c$ yields

$$
\frac{m}{m^*}=1+4c\sum_{n\ne0}\frac{|\kappa_{0n}|^2}{\varepsilon_0-\varepsilon_n}.
$$

For a full band the negative interband terms cancel the 1 on average. The calculated sum vanishes at 1.8 and 2.2 Å, and it agrees with the finite-difference band curvature at all heights.

In the overlapping cases $N_D$ is not equal to $p$. It contains band masses, and it includes the electrons in band 2 as well as the holes in band 1. Band 2 is as wide as band 1 because the model has the same in-plane potential at every height; in a real material the two widths generally differ. Dilute adsorbates would need a separate treatment.

**Polarisation changes the Bader charge too**

Now apply a vertical field to the insulating complex at 1.8 Å. Let the added electron energy be $-Fz$, so that positive $F$ draws electrons towards the adsorbate. Here $F$ is the field inside the model, without screening. In a real layer the displaced charge would oppose an applied field and reduce the response. The largest value used below, 0.1 V/Å, is 10 MV/cm. The charge it displaces, about 0.05 electrons per cell, would as a sheet produce an opposing field near 0.9 V/Å. The same displacement in a screened layer would need an applied field several times larger, beyond the breakdown field of an SiO$_2$ gate, so the changes below illustrate the mechanism and overstate what a gate can reach. With $g(z)$ the density integrated over the cell in $x$ and $y$,

$$
N_B(F)=\int_{z_0(F)}^\infty g(z,F)\,dz.
$$

Both the density and the lower limit depend on $F$, hence

$$
\frac{dN_B}{dF}=\int_{z_0}^{\infty}\frac{\partial g}{\partial F}\,dz-g(z_0)\frac{dz_0}{dF}.
$$

The surface remains at a minimum, $g'(z_0,F)=0$, where the prime means $\partial/\partial z$. Differentiating this condition gives

$$
\frac{\partial g'}{\partial F}+g''\frac{dz_0}{dF}=0
\quad\Longrightarrow\quad
\frac{dz_0}{dF}=-\frac{\partial g'/\partial F}{g''}.
$$

At zero field the two parts of $dN_B/dF$ are 0.39 and 0.10 electrons per V/Å. The second is positive because the surface moves towards the channel. Their sum, 0.49, agrees with a finite-field difference.

Between $F=-0.1$ and $+0.1$ V/Å, $N_B$ rises from 0.740 to 0.837. Read as doping, this change would be $9.5\times10^{13}\ \text{cm}^{-2}$. The gap stays above 2.6 eV and the hole count stays zero, so the field has polarised a full band.

**What to compute instead**

Find the Fermi level on a converged $\mathbf k$ mesh and inspect the bands of the combined system. If the Fermi level lies in a gap, the zero-temperature carrier density is zero, whatever the Bader charge. If it crosses bands, count the empty states in the valence band and the filled states in the conduction band, then divide by the cell area. Orbital weights show whether those states belong to the channel. When they are noticeably mixed, as at 2.6 Å, where 14% of band 1 lies on the adsorbate, "holes in band 1" is well defined, but "holes in the channel" is only approximate.

This count depends on the level alignment: in the model, $p$ is set by comparing $E_2-E_1$ with $w$. An error in the calculated alignment can therefore create or remove carriers, unless the coupling alone keeps the bands apart. In the two-orbital estimate $S\ge2|t|$, so for $2|t|>w$ the gap stays open at any alignment. This threshold belongs to two bands of equal dispersion. For a flat adsorbate level $\Delta$ with a $\mathbf k$-independent coupling, $E_1(\mathbf k)<\Delta<E_2(\mathbf k)$ at every $\mathbf k$, so a gap, small when $t$ is small, is open for any $t\ne0$. Weak coupling alone therefore does not make the Bader charge a hole count. At finite temperature, thermally excited carriers must be added. The Bader charge remains useful for describing how the density is redistributed; the band occupations decide whether any of it counts as doping. The numerical output below lists the remaining heights and the separate contributions.

## Calculated quantities

```
cell side 3.2 A, cell area 10.24 A^2
in-plane potential amplitude 12.0 eV
well depths: channel 30.0, adsorbate 29.0 eV; width 0.5 A
isolated vertical levels: channel -17.741, adsorbate -16.993 eV
level offset 0.747 eV
in-plane band width 1.303 eV
gap < 0 means band overlap; charges in electrons per cell
h=1.8 A: E2-E1=3.957 eV, gap=2.653 eV, surface z0=0.986 A
   w1=0.3938, w2=0.5804, full-band part=0.7877, carrier part=0.0000
   N_B=0.7877 (surface bound 0.0000), holes p=0.0000, Drude number=0.0000
h=2.2 A: E2-E1=1.840 eV, gap=0.537 eV, surface z0=1.224 A
   w1=0.2926, w2=0.6918, full-band part=0.5851, carrier part=0.0000
   N_B=0.5851 (surface bound 0.0000), holes p=0.0000, Drude number=0.0000
h=2.6 A: E2-E1=1.035 eV, gap=-0.268 eV, surface z0=1.478 A
   w1=0.1382, w2=0.8522, full-band part=0.2764, carrier part=0.0984
   N_B=0.3748 (surface bound 0.0039), holes p=0.1378, Drude number=0.1085
h=3.0 A: E2-E1=0.807 eV, gap=-0.496 eV, surface z0=1.689 A
   w1=0.0375, w2=0.9582, full-band part=0.0750, carrier part=0.2477
   N_B=0.3227 (surface bound 0.0020), holes p=0.2691, Drude number=0.1890
h=3.5 A: E2-E1=0.755 eV, gap=-0.549 eV, surface z0=1.940 A
   w1=0.0051, w2=0.9934, full-band part=0.0103, carrier part=0.2983
   N_B=0.3086 (surface bound 0.0006), holes p=0.3019, Drude number=0.2061
h=4.0 A: E2-E1=0.748 eV, gap=-0.555 eV, surface z0=2.187 A
   w1=0.0007, w2=0.9988, full-band part=0.0014, carrier part=0.3057
   N_B=0.3070 (surface bound 0.0002), holes p=0.3063, Drude number=0.2083
3D grid Bader charge at h=1.8 A: 0.786 e per cell
3D grid Bader charge at h=2.6 A: 0.374 e per cell
3D grid Bader charge at h=4.0 A: 0.307 e per cell
far case, holes on second k mesh: 0.3061 per cell
near: N_B/A=7.692e+14 cm^-2, true hole density=0.000e+00 cm^-2
far: N_B/A=2.998e+14 cm^-2, true hole density=2.991e+14 cm^-2
near, F=-0.1 V/A: N_B=0.7395 e per cell, gap=2.687 eV, holes=0.0000 per cell
near, F=+0.1 V/A: N_B=0.8369 e per cell, gap=2.626 eV, holes=0.0000 per cell
N_B change from F=-0.1 to +0.1 V/A: 0.0974 e per cell = 9.515e+13 cm^-2
dN_B/dF: fixed surface 0.3919, surface motion 0.0957 e A/V
dN_B/dF: total 0.4875, finite difference 0.4875 e A/V
```
